# The Fröhlich vertex of a cubic diatomic crystal, derived two ways, part 2

We seek the intraband vertex \(g_{nn\nu}(\mathbf k,\mathbf q)\) between electrons (charge \(-1\)) and longitudinal optical (LO) phonons in a cubic diatomic insulator. Units are Hartree atomic with Gaussian electrostatics. The Hamiltonian contains \(N^{-1/2}g\), for \(N\) cells of volume \(\Omega\), lattice constant \(a\). Here \(\mathbf q=q\,\mathbf n\), \(|\mathbf n|=1\), and \(\mathbf G\) is a reciprocal vector.

Atoms \(\kappa=1,2\) have masses \(M_\kappa\) (total \(M\), reduced \(\mu\)), displacements \(\mathbf u_\kappa\), eigenvectors \(\mathbf e_{\kappa\nu}\) and Born charges \(Z^*_1=-Z^*_2=Z\); \(\mathbf w=\mathbf u_1-\mathbf u_2\). The enthalpy per cell in a macroscopic field \(\mathbf E=-\nabla\phi\), with zero-field force constants \(\Phi\), gives polarization and forces:
\[\mathcal F=\tfrac12\sum_{\kappa\kappa'}\mathbf u_\kappa\cdot\Phi_{\kappa\kappa'}\cdot\mathbf u_{\kappa'}-\sum_\kappa\mathbf E\cdot Z^*_\kappa\cdot\mathbf u_\kappa-\frac{\Omega}{8\pi}\,\mathbf E\cdot(\epsilon_\infty-1)\cdot\mathbf E .\tag{3}\]
\[\mathbf P=\frac1\Omega\sum_\kappa Z^*_\kappa\cdot\mathbf u_\kappa+\frac{\epsilon_\infty-1}{4\pi}\cdot\mathbf E,\qquad
\mathbf F_\kappa=-\sum_{\kappa'}\Phi_{\kappa\kappa'}\cdot\mathbf u_{\kappa'}+\mathbf E\cdot Z^*_\kappa .\tag{4}\]
\(\epsilon_\infty\) is for clamped ions, \(\epsilon_0\) static at clamped strain, \(\mathbf D=\mathbf E+4\pi\mathbf P\). The target, so far derived only at leading order, is
\[|g_{nn,\rm LO}(\mathbf k,\mathbf q)|^2=\frac{2\pi\omega_{\rm LO}}{\Omega q^2}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right)\big[1+O(q^2)\big].\tag{5}\]

The first derivation used the ionic part \(\mathbf P_{\rm ion}\) of \(\mathbf P\) and \(K_0=\Phi_{11}=\mu\omega_{\rm TO}^2\) (TO: transverse optical):
\[\phi=-\frac{4\pi i\,\mathbf q\cdot\mathbf P_{\rm ion}}{\mathbf q\cdot\epsilon_\infty\cdot\mathbf q},\qquad
\mathbf E=-i\mathbf q\phi=-4\pi\,\frac{\mathbf q\,(\mathbf q\cdot\mathbf P_{\rm ion})}{\mathbf q\cdot\epsilon_\infty\cdot\mathbf q}.\tag{6}\]
\[g_\nu(\mathbf q)=\frac{4\pi i}{\Omega}\,\frac{1}{\sqrt{2\omega_\nu}}\sum_\kappa\frac{\mathbf q\cdot Z^*_\kappa\cdot\mathbf e_{\kappa\nu}}{\sqrt{M_\kappa}\;\mathbf q\cdot\epsilon_\infty\cdot\mathbf q}.\tag{8}\]
\[\omega_{\rm LO}^2-\omega_{\rm TO}^2=\frac{4\pi Z^2}{\Omega\mu\,\epsilon_\infty}.\tag{10}\]
\[\mathbf e_1=\lambda\,\hat{\mathbf w}\sqrt{M_2/M},\qquad \mathbf e_2=-\lambda\,\hat{\mathbf w}\sqrt{M_1/M},\qquad|\lambda|=1 .\tag{11}\]
\[g_{\rm LO}=i\lambda\,\frac{4\pi Z}{\Omega\,\epsilon_\infty\,q}\,\frac{1}{\sqrt{2\mu\omega_{\rm LO}}},\qquad
|g_{\rm LO}|^2=\frac{8\pi^2Z^2}{\Omega^2\epsilon_\infty^2\,\mu\,\omega_{\rm LO}\,q^2}.\tag{12}\]
\[\epsilon(\omega)=\epsilon_\infty+\frac{4\pi Z^2}{\Omega\mu\,(\omega_{\rm TO}^2-\omega^2)}
=\epsilon_\infty\left[1+\frac{\omega_{\rm LO}^2-\omega_{\rm TO}^2}{\omega_{\rm TO}^2-\omega^2}\right]
=\epsilon_\infty\,\frac{\omega_{\rm LO}^2-\omega^2}{\omega_{\rm TO}^2-\omega^2},\tag{13}\]
\[\frac{\epsilon_0}{\epsilon_\infty}=\frac{\omega_{\rm LO}^2}{\omega_{\rm TO}^2}.\tag{14}\]
\[\frac1{\epsilon_\infty}-\frac1{\epsilon_0}=\frac{\omega_{\rm LO}^2-\omega_{\rm TO}^2}{\epsilon_\infty\,\omega_{\rm LO}^2}=\frac{4\pi Z^2}{\Omega\mu\,\epsilon_\infty^2\,\omega_{\rm LO}^2}.\tag{15}\]

The second derivation equated a static test charge's relaxation energy with electrostatics. With \(G_\nu\) the macroscopic-potential vertex and \(\epsilon_L\) the longitudinal dielectric function (cl: clamped ions; st: relaxed),
\[\frac{\Omega q^2}{2\pi}\sum_\nu\frac{|G_\nu(\mathbf q)|^2}{\omega_{\mathbf q\nu}}=\frac1{\epsilon_L^{\rm cl}(\mathbf q)}-\frac1{\epsilon_L^{\rm st}(\mathbf q)} .\tag{17}\]
Each term is one mode's share. In zincblende, acoustic waves of amplitude \(\mathbf U\) couple piezoelectrically through symmetric strain as \(n_\alpha n_\beta|\varepsilon_{\alpha\beta\gamma}|U_\gamma\) (\(\varepsilon\): Levi-Civita symbol), which vanishes along [100].

## The order of the first correction

Both derivations give the coefficient of \(1/q^2\). The absence of a relative \(O(q)\) term in \(|g|^2\) needs a separate argument. The potential of the mode at \(-\mathbf q\) is the complex conjugate of that at \(\mathbf q\), so \(g_{nn}(\mathbf k+\mathbf q,-\mathbf q)=g_{nn}(\mathbf k,\mathbf q)^*\). At fixed midpoint \(\bar{\mathbf k}=\mathbf k+\mathbf q/2\), \(|g|^2\) is then even in \(\mathbf q\). Let \(\mathbf q=s\mathbf n\) with signed \(s\) on a fixed line. The only non-analytic ingredient is the Coulomb factor \(1/q^2\), and on the line \(q_\alpha q_\beta/q^2=n_\alpha n_\beta\) is constant. The band and the LO branch are non-degenerate, so their projectors are analytic in \(s\). Hence \(s^2|g|^2\) is analytic and even in \(s\), and has no linear term. The constant term does not depend on \(\bar{\mathbf k}\), so going from fixed \(\bar{\mathbf k}\) to fixed \(\mathbf k\) alters only the terms from \(s^3\) on.

The complex vertex can have a first-order correction. A displaced atom induces a real charge density, whose transform is \(-iq_\alpha p_\alpha-\tfrac12q_\alpha q_\beta Q_{\alpha\beta}+\dots\), with \(Q\) the dynamical quadrupole. The second term is one order higher in \(q\) and lacks the factor \(i\). For an LO displacement along \(\mathbf n\) it is a third-rank tensor contracted with three factors \(\mathbf n\), which under the tetrahedral group is proportional to \(n_xn_yn_z\). The macroscopic vertex over the dipole vertex (8) is therefore
\[
\frac{G_{\rm LO}}{g_{\rm LO}}=1+i\gamma\,q\,n_xn_yn_z+O(q^2),
\tag{18}
\]
with a real length \(\gamma\) that vanishes when the sites are inversion centres. Its squared modulus is \(1+O(q^2)\).

## Worked example: polarizable point ions

The example uses round model parameters and describes no particular material. Ions of charge \(\pm Q\), \(Q=1\), with polarizabilities \(\alpha_1=5\) and \(\alpha_2=15\) bohr\(^3\) and masses 25 and 35 u sit on a rocksalt lattice with \(a=10\) bohr and \(\Omega=250\) bohr\(^3\). Nearest neighbours are joined by springs \(A=0.03\) Ha/bohr\(^2\) along the bond and \(B=0\) across it. Of the six bonds, two lie along a given axis and four across it, so the short-range constant is \(K=2A+4B=0.0600\) Ha/bohr\(^2\). The masses are 45572 and 63801 electron masses, and \(\mu=26584\). The program and its output are printed after this text.

The constants of (3) follow in closed form. Consider uniform dipoles on both sublattices, with total dipole \(\mathbf d\) per cell, and draw a large sphere around a site. Inside, the fields \((3\hat{\mathbf r}\hat{\mathbf r}-1)/r^3\) cancel shell by shell, because cubic symmetry makes the sums of \(x^2\), \(y^2\), \(z^2\) equal and the mixed sums zero. Outside, the medium is a continuum. The cavity wall carries the charge \(-P\cos\theta\), whose field at the centre is \(\int P\cos^2\theta\,d\Omega_{\hat r}=4\pi P/3\) along \(\mathbf P\). So \(\mathbf E_{\rm loc}=\mathbf E+L\mathbf d\) with \(L=4\pi/3\Omega=0.016755\) bohr\(^{-3}\). With \(\alpha=\alpha_1+\alpha_2\) and \(y=L\alpha=0.3351\), the dipole \(\mathbf d=Q\mathbf w+\alpha\mathbf E_{\rm loc}\) solves to \(\mathbf d=(Q\mathbf w+\alpha\mathbf E)/(1-y)\). Comparison with (4), using \(4\pi\alpha/\Omega=3y\), gives
\[
\epsilon_\infty=1+\frac{3y}{1-y}=\frac{1+2y}{1-y},\qquad Z=\frac{Q}{1-y}=Q\,\frac{\epsilon_\infty+2}{3}.
\]
The force on ion 1 is \(-K\mathbf w+Q\mathbf E_{\rm loc}=-(K-LQZ)\mathbf w+Q[1+y/(1-y)]\mathbf E\). The coefficient of \(\mathbf E\) is again \(Z\), and \(K_0=K-LQZ\). In numbers,
\[
\epsilon_\infty=\frac{1+2(0.3351)}{1-0.3351}=2.512,\qquad Z=\frac{2.512+2}{3}=1.504,
\]
\[
\mu\omega_{\rm TO}^2=0.0600-0.016755\times1.504=0.03480,\qquad\frac{4\pi Z^2}{\Omega\epsilon_\infty}=\frac{4\pi(1.504)^2}{250\times2.512}=0.04526,
\]
both in Ha/bohr\(^2\). Their sum is \(\mu\omega_{\rm LO}^2=0.08006\) Ha/bohr\(^2\). Dividing by \(\mu\) and taking roots, \(\omega_{\rm TO}=1.1442\times10^{-3}\) Ha (31.1 meV) and \(\omega_{\rm LO}=1.7354\times10^{-3}\) Ha (47.2 meV). The ratio of squares is 2.3007, so (14) gives \(\epsilon_0=2.512\times2.3007=5.779\). The eigenvector weights of (11) are 0.7638 and 0.6455.

The first route uses (12) with the zero-point amplitude 0.10411 bohr:
\[
q|g|=\frac{4\pi\times1.504\times0.10411}{250\times2.512}=3.133\times10^{-3}\ \text{Ha/bohr}\quad(85.3\ \text{meV/bohr}).
\]
The second route uses \(1/\epsilon_\infty-1/\epsilon_0=0.39809-0.17303=0.22506\):
\[
q^2|g|^2=\frac{2\pi\times1.7354\times10^{-3}\times0.22506}{250}=9.816\times10^{-6}\ \text{Ha}^2/\text{bohr}^2,
\]
whose square root is the same \(3.133\times10^{-3}\) Ha/bohr.

The program obtains these quantities from Ewald sums of the bare dipole field. It takes \(Z\), \(\epsilon_\infty\), \(\epsilon_0\), \(\omega_{\rm TO}\) and \(\epsilon(\omega)\) from their definitions at \(q=0\), and asserts the closed forms above, the equality of the dipole and force definitions of \(Z\), and (13) at three frequencies. It then diagonalizes the dynamical matrix at \(q=10^{-4}\) bohr\(^{-1}\) along [100], [111] and (1,2,−4), where neither \(Z\) nor \(\epsilon\) enters, and computes the potential of the total dipoles. Equations (10), (14), (5) and (17), the modulus in (12), and the coincidence of \(\omega_{\rm LO}\) with the zero of \(\epsilon(\omega)\), are asserted to a relative \(10^{-5}\). For (11) the assertion is that the modulus of the overlap between the lattice eigenvector and (11) lies within \(10^{-5}\) of 1. The deficit of that overlap is half the square of the eigenvector error, so this test bounds the error only to a few parts in a thousand. The lattice value of \(q^2|g|^2\) is \(9.8162\times10^{-6}\) Ha\(^2\)/bohr\(^2\).

For full matrix elements a test electron moves in 113 plane waves in the field of ions smeared by Gaussians of width \(\sigma=1\) bohr, with all \(\mathbf G\) of the basis kept. At \(\mathbf k=0\) and \(\mathbf q\) along [111] the lowest band gives:

| \(q\) (1/bohr) | full \(\lvert g\rvert\) (Ha) | Fröhlich (Ha) | ratio |
|---|---|---|---|
| 0.01 | 0.31333 | 0.31331 | 1.00008 |
| 0.02 | 0.15671 | 0.15665 | 1.00033 |
| 0.05 | 0.06279 | 0.06266 | 1.00209 |
| 0.10 | 0.03159 | 0.03133 | 1.00826 |

The excess over the Fröhlich value grows as \(q^2\) and is 0.8% of it at \(q=0.1\) bohr\(^{-1}\), in this model and direction. The excess is positive, although the Gaussian factor \(e^{-q^2\sigma^2/2}\) and the overlap modulus both reduce the \(\mathbf G=0\) term. The excess comes from the finite-\(q\) growth of the macroscopic vertex of the mode. At \(q=0.1\) bohr\(^{-1}\) this vertex is about 1.7% above the Fröhlich value, the Gaussian factor and the overlap reduce the excess to about 1.1%, and the \(\mathbf G\ne0\) terms lower it further to 0.8%. The output lists only the total. The \(q^2\) law is asserted at \(\mathbf k=(0.05,0.11,0.17)\) bohr\(^{-1}\): halving \(q\) from 0.004 to 0.002 bohr\(^{-1}\) along (1,2,−4) divides the relative deviation of \(|g|^2\) from (5) by 3.982, against the expected 4. The program also asserts that in this halving the summed TO \(|g|^2\) grows by less than 10% and the summed interband LO \(|g|^2\) changes by less than 10%. At \(q=0.002\) bohr\(^{-1}\) they are \(1.0\times10^{-12}\) and \(6.2\times10^{-6}\) of the intraband LO value.

Values of \(|g|\) far above \(\omega_{\rm LO}\) are harmless, because \(g\) enters with \(N^{-1/2}\) and the volume element \(q^2dq\) cancels the \(1/q^2\). For a parabolic band of mass \(m^*\) and a dispersionless LO mode, with \(C=q^2|g|^2\) and the integral extended to infinity, the second-order shift of the band edge at zero temperature is
\[
\Delta E=-\frac{\Omega}{(2\pi)^3}\int\frac{C\,d^3q}{q^2\,(\omega_{\rm LO}+q^2/2m^*)}=-\frac{\Omega C}{2\pi^2}\int_0^\infty\frac{2m^*\,dq}{q^2+2m^*\omega_{\rm LO}}=-\frac{\Omega C}{2\pi}\sqrt{\frac{m^*}{2\omega_{\rm LO}}},
\]
where \(\int_0^\infty dq/(q^2+b^2)=\pi/2b\). Inserting \(C\) from (5) gives \(\Delta E=-\alpha_F\omega_{\rm LO}\) with \(\alpha_F=(1/\epsilon_\infty-1/\epsilon_0)\sqrt{m^*/2\omega_{\rm LO}}\), the Fröhlich coupling constant. The extension to infinity is justified when \(\sqrt{2m^*\omega_{\rm LO}}\) is small against the zone radius. The model band has \(m^*=1.0807\), so \(\alpha_F=0.22506\sqrt{1.0807/(2\times1.7354\times10^{-3})}=3.97\) and \(\Delta E=-6.9\times10^{-3}\) Ha (about −190 meV). This number carries two corrections of similar size and opposite sign. Here \(\sqrt{2m^*\omega_{\rm LO}}=0.061\) bohr\(^{-1}\) and the radius of the sphere with the zone volume is \((6\pi^2/\Omega)^{1/3}=0.62\) bohr\(^{-1}\). Cutting the integral there multiplies it by \((2/\pi)\arctan(0.62/0.061)\approx0.94\), which gives about −176 meV. The shift is also only the first term of a series in \(\alpha_F\). For the continuum model at \(\alpha_F=3.97\), Feynman's variational upper bound on the energy is \(-4.22\,\omega_{\rm LO}\), about 6% below the first term.

The program repeats the lattice and matrix-element tests for a zincblende variant with \(A=0.08\) and \(B=0.02\) Ha/bohr\(^2\) and the other inputs unchanged. Each of the four bonds has \(n_x^2=1/3\), so \(K=\tfrac43(A+2B)=0.1600\) Ha/bohr\(^2\). The transverse spring is not invariant under rigid rotations. The first derivation does not use that invariance. The second used it only to keep the symmetric strain. Without it the rotations alone would allow the tensor multiplying \(iq_\beta U_\gamma\) two independent elements, for cyclic and anticyclic orders of \(x,y,z\). The diagonal mirror planes of zincblende exchange the two orders and make them equal. Even without the mirrors, the bound charge contracts the tensor with the symmetric \(q_\alpha q_\beta\), so only their sum would enter. The form \(n_\alpha n_\beta|\varepsilon_{\alpha\beta\gamma}|U_\gamma\) is unchanged. The values of \(\epsilon_\infty\) and \(Z\) are unchanged, since they depend only on \(y\). The results are \(\omega_{\rm TO}=2.2518\times10^{-3}\) Ha, \(\omega_{\rm LO}=2.6026\times10^{-3}\) Ha, clamped-strain \(\epsilon_0=3.35545\), \(1/\epsilon_\infty-1/\epsilon_0=0.10007\), and \(q^2|g|^2=6.5456\times10^{-6}\) Ha\(^2\)/bohr\(^2\) from both the lattice and (5). The deviation ratio on halving \(q\) is 3.997. Along [111] the imaginary part of (18) is \(-7.742\times10^{-5}\) at \(q=10^{-4}\) and \(-1.5485\times10^{-4}\) at \(q=2\times10^{-4}\) bohr\(^{-1}\). Dividing by \(q\,n_xn_yn_z\) gives \(\gamma=-4.023\) bohr from [111] and the same value from (1,2,−4). The linearity, the angular form, and the vanishing along [100] and in rocksalt are asserted.

## What each derivation assumes

Both rest on a harmonic lattice, adiabatic electrons, a curl-free field, the absence of free carriers, and the identification of the intraband vertex with the macroscopic potential. If carriers are present, \(\nabla\cdot\mathbf D\neq0\) for the lattice fields in (6), and the carriers add their own screening at the phonon frequency. When their plasma frequency is far above \(\omega_{\rm LO}\), the potential is strongly reduced well below the carrier screening wavevector and (5) fails there. When it is far below \(\omega_{\rm LO}\), the carriers cannot follow the LO oscillation at small \(q\), and the \(1/q\) law is nearly unchanged. For \(q\lesssim\omega/c\) the transverse modes mix with light and \(\mathbf E=-\nabla\phi\) no longer describes them.

The first derivation needs the microscopic content of (3): the Born charge, its double role as dipole and force coefficient, and the explicit eigenvector. It passes through \(\omega_{\rm TO}\), which cancels between (10) and (14). It delivers the phase of the vertex relative to that of the eigenvector, shows the TO dipole vertex to vanish by direct contraction, and fixes the meaning of \(\epsilon_0\) automatically, because strain is absent from its variables. Its use of two atoms per cell is explicit: there is one relative coordinate, and (13) has one pole and one zero. The full frequency dependence also comes with it. Inverting (13) and using (15) and (5),
\[
\frac{4\pi}{\Omega q^2\epsilon(\omega)}=\frac{4\pi}{\Omega q^2\epsilon_\infty}\left[1-\frac{\omega_{\rm LO}^2-\omega_{\rm TO}^2}{\omega_{\rm LO}^2-\omega^2}\right]=\frac{4\pi}{\Omega q^2\epsilon_\infty}-\frac{2\omega_{\rm LO}|g|^2}{\omega_{\rm LO}^2-\omega^2},
\]
so the screened interaction is the electronically screened Coulomb term plus the exchange of one LO phonon, and the exchange term at \(\omega=0\), \(-2|g|^2/\omega_{\rm LO}\), multiplied by \(-\Omega q^2/4\pi\), is the LO term of (17).

The second derivation uses neither the value of \(Z\), nor \(\mu\), nor \(\omega_{\rm TO}\), nor the Lyddane-Sachs-Teller relation. It takes \(\omega_{\rm LO}\) and the two dielectric constants as given and needs only energy balance and a symmetry count. It yields the modulus of the vertex and not its phase. Its general statement (17) survives in crystals of any symmetry and size, but it fixes a sum. In a cubic crystal with several infrared-active triplets the difference \(1/\epsilon_\infty-1/\epsilon_0\) is shared among several LO modes, and (5) with a single frequency fails. The shares then follow from the Born charges and eigenvectors in (8), or from \(\epsilon_\infty\) and the full set of LO and TO frequencies, which fix the residues of \(1/\epsilon(\omega)\) at its poles. In a non-cubic crystal (8) stays valid, while the numerator, the denominator and the frequencies depend on \(\mathbf n\).

The second derivation also has to exclude the acoustic modes by a separate argument, and the zincblende model shows the size of the effect. Along [100] the static \(\epsilon_L\) is 3.35545, equal to the clamped-strain \(\epsilon_0\), and the acoustic share is zero to the printed digits. Along [111] the static \(\epsilon_L\) is 3.7475. The LO share is still 0.10007, and the acoustic modes add 0.03118. Putting the [111] value of \(\epsilon_L\) in place of \(\epsilon_0\) in (5) would assign both shares to the LO mode and raise \(|g|^2\) by \(0.03118/0.10007\), about 31% of its correct value, in this model. The dielectric constant of a mechanically free piezoelectric sample includes strain relaxation as well, and is likewise not the \(\epsilon_0\) of (5) and (14).

## Computed results

```
rocksalt: a = 10 bohr, Omega = 250.00 bohr^3, Q = 1 e
polarizabilities = 5, 15 bohr^3; sigma = 1 bohr
springs A = 0.03, B = 0, K = 0.0600 Ha/bohr^2
masses = 25, 35 u = 45572.2, 63801.1 m_e
mu = 26583.8 m_e; plane waves = 113
Lorentz L = 0.016755 bohr^-3; L*(al1+al2) = 0.33510
eps_inf = 2.51198; eps_0 = 5.77919; Z* = 1.50399 e
eigenvector |e1| = 0.76376, |e2| = 0.64550
mu wTO^2 = 0.034800, mu wLO^2 = 0.080064 Ha/bohr^2
4 pi Z^2/(Om eps_inf) = 0.045263 Ha/bohr^2
wTO = 1.14415e-03 Ha = 31.134 meV
wLO (finite q) = 1.73544e-03 Ha = 47.224 meV
zero of eps(w) = 1.73544e-03 Ha
wLO^2/wTO^2 = 2.30065; eps_0/eps_inf = 2.30065
1/eps_inf = 0.39809; 1/eps_0 = 0.17303; difference = 0.22506
zero-point amplitude 1/sqrt(2 mu wLO) = 0.10411 bohr
q^2|g|^2 lattice model, q=1e-4 = 9.81620e-06 Ha^2/bohr^2
q^2|g|^2 Froehlich = 9.81620e-06 Ha^2/bohr^2
q|g| Froehlich = 3.13308e-03 Ha/bohr = 85.255 meV/bohr
k=0, q along [111]: q (1/bohr), |g| full (Ha), |g| Froehlich (Ha), ratio
  0.01  3.13334e-01  3.13308e-01  1.00008
  0.02  1.56707e-01  1.56654e-01  1.00033
  0.05  6.27924e-02  6.26616e-02  1.00209
  0.10  3.15895e-02  3.13308e-02  1.00826
k=(0.05,0.11,0.17) 1/bohr, q along (1,2,-4), q=0.004 and 0.002 1/bohr:
  rocksalt: error ratio = 3.982; at 0.002 TO/LO = 1.04e-12, inter/intra = 6.18e-06
  zincblende: error ratio = 3.997; at 0.002 TO/LO = 2.55e-09, inter/intra = 5.49e-06
m* = 1.0807 m_e; alpha_F = 3.9713
second-order shift = -6.89194e-03 Ha = -187.54 meV
zincblende: A = 0.08, B = 0.02, K = 0.1600 Ha/bohr^2, other inputs equal
zb eps_inf = 2.51198; Z* = 1.50399 e; clamped eps_0 = 3.35545
zb wTO = 2.25184e-03 Ha; wLO = 2.60258e-03 Ha
zb 1/eps_inf - 1/eps_0 = 0.10007
zb q^2|g|^2 model = 6.54558e-06, Froehlich = 6.54558e-06 Ha^2/bohr^2
zb [100]: static eps_L = 3.35545; LO part = 0.10007; acoustic part = 0.00000
zb [111]: static eps_L = 3.74747; LO part = 0.10007; acoustic part = 0.03118
zb Im(g/g_dipole) along [111]: q=1e-4: -7.7424e-05; q=2e-4 1/bohr: -1.5485e-04
zb gamma from [111] = -4.0231 bohr; from (1,2,-4) = -4.0231 bohr
```
